Atomic Polarizability from Numerov Solutions of the Screened Radial Response Equation

**1. The form of the response**

A closed-shell atom has a spherical density n(r). A weak uniform field F is a vector, and to first order the density change is a scalar linear in it. The one scalar that can be built linearly from F and the direction of r is their scalar product, so with F along z

δn = F n1(r) cosθ.

One radial function remains to be found. Hartree atomic units are used, and the electron perturbation is +Fz. The dipole moment is −∫ z δn d³r = αF. Since ∫cos²θ dΩ = 4π/3,

α = −(4π/3) ∫ r³ n1 dr.   (1)

In these units α is a squared length divided by an energy. Lengths in a one-electron ion scale as 1/Z and energies as Z², so α scales as Z⁻⁴. The unit of α is bohr³.

The atom is treated in the local density approximation (LDA), without relativity or spin polarization, and with a fixed point nucleus.

**2. The inhomogeneous radial equation**

An occupied orbital is ψ = (u/r) Y_lm, where u has energy ε under

h_l = −½ d²/dr² + l(l+1)/(2r²) + v(r).

The electrons feel a total perturbation F w(r) cosθ, where w includes screening. First-order perturbation theory gives (h − ε)δψ = −F w cosθ ψ. There is no first-order energy because cosθ is odd and has no matrix elements within a shell. Now

cosθ Y_lm = Σ_l' c_l'm Y_l'm,  l' = l ± 1,

so δψ = F Σ_l' c_l'm (U/r) Y_l'm, with

(h_l' − ε) U = −w u.   (2)

The density change is the sum of 2 Re(ψ*δψ) over m and two spins. Projecting on cosθ with weight 3/(4π), and using ∫Y*_lm cosθ Y_l'm dΩ = c_l'm, gives

n1 = (3/4π) · 4 Σ (uU/r²) Σ_m c²_l'm.

For l' = l+1 the Legendre recurrence gives c² = [(l+1)² − m²]/[(2l+1)(2l+3)]. With Σm² = l(l+1)(2l+1)/3,

Σ_m c² = (l+1)[(l+1) − l/3]/(2l+3) = (l+1)/3.

The matrix elements are symmetric, so the sum for l' = l−1 is l/3. Both equal l_>/3, where l_> is the larger of l and l'. Therefore

n1 = Σ l_> uU/(πr²),   (3)

and by equation (1) each channel contributes −(4/3) l_> ∫ r u U dr to α.

U may contain other occupied orbitals. Projecting equation (2) for shell a on an orbital b of the channel gives

⟨b|U_a⟩ = −⟨b|w|a⟩/(ε_b − ε_a).

If b is also occupied, its own equation produces the same product u_a u_b with the opposite denominator. The two terms cancel in n1, so no projection is needed. The argument requires full shells and ε_a ≠ ε_b. If an occupied level coincides with any level of a dipole-coupled channel, equation (2) is singular and the method fails.

**3. Screening**

The multipole expansion of 1/|r − r'| gives the induced Hartree potential, and the LDA potential changes by its local derivative:

w = r + v_H1 + f_xc n1,  f_xc = dv_xc/dn,   (4)

v_H1 = (4π/3) [r⁻² ∫_0^r n1 s³ ds + r ∫_r^∞ n1 ds].

Dirac exchange has energy per electron −(3/4)(3n/π)^(1/3), so v_x = −(3n/π)^(1/3) and f_x = v_x/(3n). The Perdew-Wang correlation energy per electron is, with r_s = [3/(4πn)]^(1/3),

ε_c = −2A(1 + a r_s) ln{1 + 1/[2A(b₁r_s^½ + b₂r_s + b₃r_s^(3/2) + b₄r_s²)]},

where A = 0.031091, a = 0.21370 and b₁ to b₄ are 7.5957, 3.5876, 1.6382 and 0.49294. Since dr_s/dn = −r_s/(3n), differentiating nε_c once and twice gives

v_c = ε_c − r_s ε_c'/3,  f_c = −[r_s/(9n)](2ε_c' − r_s ε_c'').

Equations (2) to (4) are iterated. From a trial w one computes a new w and moves a fraction β towards it. Let λ be a real eigenvalue of the linear map that takes w to the induced potential. An error along that mode is multiplied by

(1 − β) + βλ = 1 − β(1 − λ).

Convergence requires λ < 1 and β(1 − λ) < 2. As λ approaches 1 the response diverges, which signals an instability of the ground state.

**4. Numerov's rule on a logarithmic grid**

Put x = ln r and u = √r y. Then

du/dr = r^(−1/2)(y/2 + y_x),
d²u/dr² = r^(−3/2)(y_xx − y/4).

Write U = √r y₁ and u = √r y₀. Equation (2) reads U'' = [l'(l'+1)/r² + 2(v−ε)]U + 2wu. Multiplying by r^(3/2) and using l'(l'+1) + ¼ = (l'+½)² gives

y₁'' = q y₁ + s,   (5)
q = (l'+½)² + 2r²(v−ε),  s = 2r² w y₀.

For a step h, Taylor expansion gives

y_{j+1} − 2y_j + y_{j−1} = h²y'' + h⁴y⁗/12 + h⁶y⁽⁶⁾/360 + …

The second difference of y'' equals h²y⁗ + h⁴y⁽⁶⁾/12 + …, which eliminates y⁗. With G = qy + s,

y_{j+1} − 2y_j + y_{j−1} = (h²/12)(G_{j+1} + 10G_j + G_{j−1}) − h⁶y⁽⁶⁾/240 + …,   (6)

because 1/360 − 1/144 = −1/240. Dividing by h² leaves a residual of order h⁴. The solution error is of the same order if the boundary-value problem is nonsingular and the solution is smooth on the scale of h.

With y given at both ends r0 and R, equation (6) is a tridiagonal system:

(−1/h² + q_{j−1}/12) y_{j−1} + (2/h² + 10q_j/12) y_j + (−1/h² + q_{j+1}/12) y_{j+1} = −(s_{j−1} + 10s_j + s_{j+1})/12.

Elimination imposes both boundary conditions together. Outward marching alone would amplify any admixture of the growing homogeneous solution.

Let D be the second-difference matrix for zero end values and M = 1 + D/12 the averaging matrix. Multiplying the homogeneous system by M⁻¹ gives, with q₀ = (l+½)² + 2r²v,

(−M⁻¹D/h² + q₀) y = 2ε r² y.   (7)

M is a function of the symmetric matrix D, so M⁻¹D is symmetric. Orbitals of one l are therefore orthogonal under h Σ r² y_a y_b. This is the trapezoidal form of ∫u_a u_b dr, since dr = r dx. The cancellation of section 2 thus holds on the grid too, apart from rounding and iteration error.

Equation (7) also supplies the ground state. The nodes of an outward solution count the levels below a trial energy, so bisection isolates a level. Inverse iteration then refines it. With shift σ, solve (−M⁻¹D/h² + q₀ − 2σr²)z = r²y. The scalar product with z gives, once z is an eigenvector,

ε = σ + ½ (Σr²yz)/(Σr²z²).

The Poisson equation for a density multipole n_L has the same form. With r v_L = √r y_H,

y_H'' = (L+½)² y_H − 4π r^(5/2) n_L,
y_H(R) = Q_L/R^(L+½),  Q_L = [4π/(2L+1)] ∫ r^(L+2) n_L dr.

For L = 0, Q₀ is the electron number. For L = 1, Q₁ = −α by equation (1). This route keeps the order h⁴. A running trapezoidal integral would have an h² error, because its integrand has a nonzero slope at the moving limit. The full integrals for norms and α escape this: their integrands vanish with their slopes at R and are negligible at r0.

**5. Green's-function matching**

Let f solve the homogeneous equation with a zero at r0, let d solve it with a zero at R, and let W = f'd − fd'. Then

y = −(1/W) [d ∫_{x0}^x f s dx' + f ∫_x^X d s dx'],  X = ln R.   (8)

In y' the terms from the moving limits cancel. In y'' they give −(1/W)(d'f − f'd)s = s, and the rest is qy, so equation (5) holds.

Numerov's rule marches f and d through φ = (1 − h²q/12)y:

φ_{j+1} = [2 + h²q_j/(1 − h²q_j/12)] φ_j − φ_{j−1}.

Substituting this recursion shows that C = φf_{j+1}φd_j − φf_jφd_{j+1} does not depend on j. Expand C/h about the midpoint of the step. The finite difference adds h²qW/6 to W, and the factors in φ subtract the same amount, so C/h = W + O(h⁴). Matching and elimination are thus two solutions of one boundary-value problem. For the 2p→d channel of neon they differ by 2.0×10⁻⁷ of the largest |y|, compared between 0.01 and 10 bohr.

**6. Grid and boundary errors in hydrogen**

Hydrogen without screening has an exact solution. Try U = −g u₀ with u₀ = 2r e^(−r) and g = r + r²/2. Then

(h₁ − ε)(g u₀)/u₀ = −g''/2 − g'(1/r − 1) + g/r²
= −½ − (1+r)(1/r − 1) + 1/r + ½ = r,

as required. One electron contributes half the closed-shell s→p value, so

α = (2/3)(⟨r²⟩ + ½⟨r³⟩) = (2/3)(3 + 15/4) = 9/2.

*Grid.* At h = 0.0801 the error is −9.66×10⁻⁶ bohr³, and at h = 0.0400 it is −5.97×10⁻⁷ bohr³. The ratio 16.2 is close to 2⁴.

*Inner boundary.* The condition y(r0) = 0 is a small hard core. Let u be the level with the core, at energy E, and u₀ the level without it, at E₀. Multiply each equation by the other function, subtract, and integrate from r0:

(E − E₀) ∫ u u₀ dr = ½ u₀(r0) u'(r0).

To leading order the right side is ½ r0 [u₀'(0)]². A hydrogenic 1s orbital has u₀'(0) = 2Z^(3/2), so the shift is 2Z³r0. At r0 = 10⁻⁴ bohr the computed shift is 1.996×10⁻⁴ hartree against 2×10⁻⁴. The orbital also changes linearly in r0, since the core mixes in an irregular solution with amplitude −u₀'(0)r0. The shifts of α, 6.16×10⁻² and 6.19×10⁻³ bohr³ at r0 = 10⁻³ and 10⁻⁴ bohr, follow this law.

*Outer boundary.* First keep u₀ exact and impose zero at R on U alone. The confined solution is U − U(R)φ/φ(R), where φ is now the regular solution of (h₁ − ε)φ = 0. Integration by parts gives

∫_0^R r u₀ φ dr = −∫_0^R φ(h₁−ε)U dr = ½[φU' − Uφ']_R.

Inserting this in α = −(2/3)∫ r u₀ U dr, and accounting for the missing tail,

δα = (1/3) U(R)[U'(R) − U(R)φ'(R)/φ(R)] − (2/3) ∫_R^∞ r u₀ |U| dr.   (9)

Setting φ = r²e^(−r)g(2r) turns the equation for φ into t g'' + (4−t)g' − g = 0 with t = 2r. Hence g is the Kummer function M(1,4,t). At large R, U' ≈ −U and φ'/φ ≈ 1, so the first term tends to −(2/3)U(R)² ≈ −(2/3)R⁶e^(−2R). The tail is smaller by a factor of order 1/R.

At R = 10 bohr equation (9) gives −1.813×10⁻³ bohr³ and the grid solution −1.814×10⁻³. Confining u₀ as well raises the error to −3.19×10⁻³ bohr³, so equation (9) is not an estimate of the full confinement error.

**7. Neon**

The grid runs from 10⁻¹⁰ to 25 bohr. The hydrogenic estimate of the 1s core shift is 2 × 10³ × 10⁻¹⁰ = 2×10⁻⁷ hartree. This figure is somewhat too large, since screening and self-consistent relaxation reduce the shift. The levels 1s, 2s and 2p lie at −30.3058, −1.3226 and −0.4978 hartree. With β = 0.6 the screening converges in 23 iterations.

With w = r the polarizability is 3.484 bohr³. Hartree screening lowers it to 2.765, because the potential of the induced charge, v_H1, has the opposite sign to r and weakens the perturbation the electrons feel (the induced dipole moment itself, αF, points along the field). The exchange-correlation kernel is negative, and its net effect on α partly offsets the Hartree screening. The offset does not hold point by point. n1 changes sign inside the atom, and where it is positive f_xc n1 adds to v_H1, as at 0.5 bohr, where the two parts of w/r are −0.13 and −0.16. The full result is

α = 3.052 bohr³ = 0.452 Å³.

The contributions in bohr³ show the cancellation of section 2:

1s→p: 0.00098 unprojected, 0.00070 projected
2s→p: 1.00904 unprojected, 0.06263 projected
2p→s: −0.09817 unprojected, 0.84852 projected
2p→d: 2.14011 in both cases

Both columns add to 3.05195 within rounding. The sum is physical, while the division among channels depends on the projection.

*Grid error.* With 330, 660 and 1320 intervals α is 3.0519786, 3.0519541 and 3.0519525 bohr³. Successive differences have ratio 16.0. For an h⁴ law the error of the finest value is the last difference divided by 2⁴ − 1:

1.6×10⁻⁶/15 ≈ 1×10⁻⁷ bohr³.

This is the step-size error within LDA and says nothing about the accuracy of LDA itself.

*Box error.* Outside the neutral LDA atom v falls faster than 1/r, so u ~ e^(−κr) with κ = √(−2ε_2p) = 0.998 bohr⁻¹. Inserting U = −b r²e^(−κr) in equation (2) with w ≈ r gives, at leading order, −2κb r = −r, so b = 1/(2κ). The estimate −U(R)² then suggests an error proportional to R⁴e^(−2κR). Per 2 bohr the exponential alone gives a factor 54.1, and the power reduces it:

54.1 × (8/10)⁴ = 22.2,  54.1 × (10/12)⁴ = 26.1.

The computed errors at R = 8, 10 and 12 bohr are −4.96×10⁻³, −2.23×10⁻⁴ and −8.44×10⁻⁶ bohr³, with ratios 22.3 and 26.4. The estimate omits the confinement of u and the change of screening, so the agreement supports the power law without proving it for the full calculation.

*Profile of the screened field.* The ratio w/r is 0.71, 0.61, 0.88 and 1.02 at 0.5, 1, 2 and 4 bohr. At 4 bohr the Hartree part is −0.047 and the exchange-correlation part +0.065, so the perturbation felt by the Kohn-Sham electrons slightly exceeds the bare one. Far out v_H1 = −α/r². At low density ε_c tends to −a/(b₄r_s), which scales as n^(1/3) like exchange. The other part thus behaves as f_xc n1 ∝ n^(1/3)(n1/n), where n1/n grows as r², like the ratio U/u found above. It therefore decays roughly as e^(−2κr/3), and at 20 bohr it is still about 1% of α/r².

*The force on the nucleus.* In a stationary state the total force on the electrons vanishes. Their Hartree forces cancel in pairs. The exchange-correlation force also integrates to zero, because n∇v_xc = ∇(n v_xc − n ε_xc), where ε_xc is the energy per electron. The force −NF from the applied field must therefore be balanced by +NF from the nucleus. By reaction the electrons pull the nucleus with −NF, while the applied field pushes it with +ZF. For N = Z the field at the nucleus is zero. Near r = 0, v_H1 ≈ (4π/3) r ∫n1 dr, so

1 + (4π/3) ∫ n1 dr = 0.   (10)

The three grids leave 1.58×10⁻⁶, 9.45×10⁻⁸ and 1.56×10⁻⁹ in place of zero. The first halving follows the h⁴ law. The last value lies below the 9.45×10⁻⁸/16 ≈ 6×10⁻⁹ that the law predicts, so errors other than the step size enter at this level. One is the hard core at r0. It exerts a force of its own on the electrons, which equation (10) leaves out. In each channel that force is proportional to u'(r0)U'(r0). It is linear in r0 at leading order, since U' vanishes as r in the s→p channels and u' vanishes as r in the p→s channel. In the p→d channel both vanish and the product is of higher order. The residual should be read only as below 10⁻⁸. Omitting f_xc while keeping the LDA ground state leaves 0.057, since the response is then inconsistent with the potential that holds the atom in equilibrium. Equation (10) thus tests the kernel as well as the grid.

*An independent calculation.* A Kohn-Sham calculation in a field of 0.002 atomic units, with a large Gaussian basis and three-dimensional quadrature, gives 3.05202 bohr³. This differs from the radial result by 2.1×10⁻⁵ of its value. The errors of the Gaussian calculation itself are not estimated: its total energy lies about 1.2×10⁻³ hartree above the radial one, and a finite field adds a term of order F² to the ratio of dipole to field. Such errors may partly cancel, so the difference is not a measure of accuracy. The program requires agreement within 2×10⁻³. The numerical check printed below gives the full set of values.

Computed values

```
HYDROGEN (exact alpha = 9/2 bohr^3)
step h = 0.08008: alpha error = -9.663e-06 bohr^3
step h = 0.04004: alpha error = -5.974e-07 bohr^3
error ratio on halving h = 16.18
r0 = 1e-03 bohr: level shift = 1.9679e-03 hartree, 2 r0 law = 2.0000e-03, alpha shift = 6.157e-02 bohr^3
r0 = 1e-04 bohr: level shift = 1.9958e-04 hartree, 2 r0 law = 2.0000e-04, alpha shift = 6.193e-03 bohr^3
R = 8 bohr: response-only error = -2.7697e-02, formula = -2.7692e-02, with u0 confined = -4.6035e-02 bohr^3
R = 10 bohr: response-only error = -1.8136e-03, formula = -1.8131e-03, with u0 confined = -3.1858e-03 bohr^3
R = 12 bohr: response-only error = -9.4932e-05, formula = -9.4904e-05, with u0 confined = -1.7176e-04 bohr^3
NEON, LDA: r0 = 1e-10 bohr, R = 25 bohr
330 intervals, h = 0.07953: alpha = 3.0519786 bohr^3, E = -128.229952 hartree, field at nucleus = 1.58e-06 F
660 intervals, h = 0.03976: alpha = 3.0519541 bohr^3, E = -128.229919 hartree, field at nucleus = 9.45e-08 F
1320 intervals, h = 0.01988: alpha = 3.0519525 bohr^3, E = -128.229917 hartree, field at nucleus = 1.56e-09 F
ratio of successive alpha differences = 16.02
estimated grid error of finest alpha = 1.0e-07 bohr^3
level 1s = -30.305770 hartree
level 2s = -1.322601 hartree
level 2p = -0.497847 hartree
bare alpha = 3.48394 bohr^3
Hartree-screened alpha = 2.76481 bohr^3, field at nucleus = 0.0566 F
fully screened alpha = 3.05195 bohr^3
fully screened alpha = 0.45225 angstrom^3
screening iterations (mixing 0.6) = 23
channel 1s->p: 0.00098 unprojected, 0.00070 projected, bohr^3
channel 2s->p: 1.00904 unprojected, 0.06263 projected, bohr^3
channel 2p->s: -0.09817 unprojected, 0.84852 projected, bohr^3
channel 2p->d: 2.14011 unprojected, 2.14011 projected, bohr^3
sum: 3.051953 unprojected, 3.051953 projected, bohr^3
Poisson solution vs direct integrals: 2.8e-09 bohr
r = 0.5 bohr: w/r = 0.7079, Hartree part = -0.1645, xc part = -0.1276
r = 1.0 bohr: w/r = 0.6127, Hartree part = -0.4427, xc part = 0.0554
r = 2.0 bohr: w/r = 0.8754, Hartree part = -0.2452, xc part = 0.1207
r = 4.0 bohr: w/r = 1.0186, Hartree part = -0.0466, xc part = 0.0652
r = 20.089 bohr: Hartree part of w = -7.5625e-03, -alpha/r^2 = -7.5625e-03, xc part = 7.425e-05 bohr
xc part, value at 20 over value at 10 bohr = 3.366e-03, exp(-20 kappa/3) = 1.291e-03
Green's function vs Numerov, relative difference = 2.0e-07
kappa = 0.99784 1/bohr
R = 8 bohr: neon alpha error = -4.963e-03 bohr^3
R = 10 bohr: neon alpha error = -2.226e-04 bohr^3
R = 12 bohr: neon alpha error = -8.441e-06 bohr^3
error ratios per 2 bohr = 22.3, 26.4; exp(4 kappa) = 54.1
finite field F = 0.002 a.u.: alpha = 3.05202 bohr^3, E = -128.22875 hartree
relative difference of alpha = 2.1e-05
```
